**Second-harmonic polarimetry of a 4mm ferroelectric film**

For a pump at normal incidence, polarized at angle φ to the in-plane polar axis, the second-harmonic source is d33 cos²φ + d31 sin²φ along that axis and d15 sin 2φ across it, in units of ε0E². Here E is the complex pump amplitude, and d33, d31 and d15 are the three quadratic coefficients allowed by 4mm symmetry. The program builds the tensor from the symmetry operations and asserts that both formulas agree with the 2ω Fourier component of a time-dependent polarization. It also asserts the analyzer, domain and tilt formulas, and compares the slab emission integral with a finite-difference solution of the wave equation. The example uses rough parameters in the regime of tetragonal barium titanate. For a 50 nm film, propagation changes the parallel pattern by at most 2.7% of its peak and lowers the perpendicular scale by 6.6%, both relative to the source formulas normalized by the d33 response. At 2000 nm the corresponding figures are 46% and 50%. Surface response, absorption and mixed domains are not included in the computed slab signal.

## Verification by program

```python
"""
Second-harmonic polarimetry of a 4mm ferroelectric, polar axis 3 in the film plane.
Result under test, for a pump at normal incidence polarized at phi to axis 3:
    P_par  / (eps0 E^2) = d33 cos(phi)^2 + d31 sin(phi)^2   (along axis 3)
    P_perp / (eps0 E^2) = d15 sin(2 phi)                  (in plane, across axis 3)
Convention: E(t) = Re[E exp(-i w t)], d = chi2/2; d_ijk = d_ikj.
Also tested: analyzer formulas, domain rules, tilt, and the signal of a real slab
(air / film / substrate) with birefringence, dispersion and multiple reflections.
Material inputs are rough values in the regime of tetragonal barium titanate.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space, solve_banded
from scipy.optimize import brentq

rng = np.random.default_rng(4)


def source(tensor, field):
    """Second-harmonic polarization divided by eps0."""
    return np.einsum("ijk,j,k->i", tensor, field, field)


def rotate(tensor, R):
    return np.einsum("ai,bj,ck,ijk->abc", R, R, R, tensor)


def par_formula(phi, d33, d31):
    return d33 * np.cos(phi)**2 + d31 * np.sin(phi)**2


def perp_formula(phi, d15):
    return d15 * np.sin(2 * phi)


# ---- Tensor obtained from the symmetry operations alone ----
C4 = np.array([[0., -1., 0.], [1., 0., 0.], [0., 0., 1.]])
mirror = np.diag([-1., 1., 1.])
identity = np.eye(27)
swap = identity.reshape(3, 3, 3, 27).transpose(0, 2, 1, 3).reshape(27, 27)
constraints = [np.kron(R, np.kron(R, R)) - identity for R in (C4, mirror)]
allowed = null_space(np.vstack(constraints + [swap - identity]))
n_constants = allowed.shape[1]
assert n_constants == 3


def tensor_4mm(d33, d31, d15):
    """Member of the symmetry-allowed space with three prescribed components."""
    picked = [np.ravel_multi_index(index, (3, 3, 3))
              for index in ((2, 2, 2), (2, 0, 0), (0, 0, 2))]
    weights = np.linalg.solve(allowed[picked], [d33, d31, d15])
    return (allowed @ weights).reshape(3, 3, 3)


trial = tensor_4mm(*rng.normal(size=3))
expected_nonzero = {(2, 2, 2), (2, 0, 0), (2, 1, 1),
                    (0, 0, 2), (0, 2, 0), (1, 1, 2), (1, 2, 1)}
found_nonzero = {tuple(int(i) for i in row)
                 for row in np.argwhere(abs(trial) > 1e-10)}
assert found_nonzero == expected_nonzero
assert np.isclose(trial[2, 0, 0], trial[2, 1, 1])
assert np.isclose(trial[0, 0, 2], trial[1, 1, 2])
a = 0.731
spin = np.array([[np.cos(a), -np.sin(a), 0],
                 [np.sin(a), np.cos(a), 0], [0, 0, 1]])
assert np.allclose(rotate(trial, spin), trial, atol=1e-12)

# ---- Main result from the time-dependent nonlinear polarization ----
axis3 = np.array([0., 0., 1.])
phase = 2 * np.pi * np.arange(64) / 64
largest_error = 0.0
for _ in range(40):
    d33_t, d31_t, d15_t = rng.normal(size=3)
    tensor = tensor_4mm(d33_t, d31_t, d15_t)
    azimuth, phi = rng.uniform(0, 2 * np.pi, 2)
    normal = np.array([np.cos(azimuth), np.sin(azimuth), 0])
    across = np.array([-np.sin(azimuth), np.cos(azimuth), 0])
    pump = np.cos(phi) * axis3 + np.sin(phi) * across
    field_t = np.cos(phase)[:, None] * pump
    polarization_t = np.einsum("ijk,tj,tk->ti", 2 * tensor, field_t, field_t)
    harmonic = 2 * np.mean(polarization_t * np.exp(2j * phase)[:, None], axis=0)
    errors = [harmonic @ axis3 - par_formula(phi, d33_t, d31_t),
              harmonic @ across - perp_formula(phi, d15_t), harmonic @ normal]
    largest_error = max(largest_error, np.max(np.abs(errors)))
    # Analyzer that turns with the pump, and the one crossed to it
    crossed = -np.sin(phi) * axis3 + np.cos(phi) * across
    c, s = np.cos(phi), np.sin(phi)
    P = source(tensor, pump)
    assert np.isclose(P @ pump, c * (d33_t*c*c + (d31_t + 2*d15_t)*s*s))
    assert np.isclose(P @ crossed, s * ((2*d15_t - d33_t)*c*c - d31_t*s*s))
assert largest_error < 1e-12

# ---- Example inputs (SI inside the program) ----
d33, d31, d15 = 7e-12, 16e-12, 17e-12
wavelength = 1064e-9
thickness = 50e-9
intensity = 1e13
no1, ne1, no2, ne2 = 2.32, 2.28, 2.45, 2.39
ns1, ns2 = 2.05, 2.10
gap_eV = 3.2
pm = 1e12
film = tensor_4mm(d33 * pm, d31 * pm, d15 * pm)
across = np.array([0., 1., 0.])


def pump_at(phi):
    return np.cos(phi) * axis3 + np.sin(phi) * across


# ---- Fourier content of the intensity with analyzer along axis 3 ----
angles = 2 * np.pi * np.arange(64) / 64
I_par = np.array([(source(film, pump_at(p)) @ axis3)**2 for p in angles])
spectrum = np.fft.rfft(I_par).real / len(angles)
mean_d, half_d = (d33 + d31) * pm / 2, (d33 - d31) * pm / 2
fourier = [spectrum[0], 2 * spectrum[2], 2 * spectrum[4]]
assert np.allclose(fourier, [mean_d**2 + half_d**2 / 2,
                             2 * mean_d * half_d, half_d**2 / 2])

# ---- Zero for opposite signs, and the sign of d15 ----
opposite = tensor_4mm(d33 * pm, -d31 * pm, d15 * pm)
null_angle = brentq(lambda p: source(opposite, pump_at(p)) @ axis3, 0, np.pi / 2)
assert np.isclose(np.tan(null_angle)**2, d33 / d31)
oblique = (axis3 + across) / np.sqrt(2)
signal_same = (source(film, pump_at(np.pi / 4)) @ oblique)**2
film_flipped15 = tensor_4mm(d33 * pm, d31 * pm, -d15 * pm)
signal_opposite = (source(film_flipped15, pump_at(np.pi / 4)) @ oblique)**2
assert np.isclose(signal_same, ((d33 + d31) / 2 + d15)**2 * pm**2 / 2)
assert np.isclose(signal_opposite, ((d33 + d31) / 2 - d15)**2 * pm**2 / 2)

# ---- Domain rules, by physically rotating the crystal ----
quarter = np.array([[1., 0., 0.], [0., 0., -1.], [0., 1., 0.]])
to_normal = np.array([[0., 0., 1.], [0., 1., 0.], [-1., 0., 0.]])
reversed_film = rotate(film, quarter @ quarter)
side_film = rotate(film, quarter)
out_film = rotate(film, to_normal)
for phi in (0.2, 0.9, 2.1):
    E = pump_at(phi)
    assert np.allclose(source(reversed_film, E), -source(film, E))
    P = source(side_film, E)
    assert np.isclose(abs(P @ across),
                      abs(par_formula(phi - np.pi/2, d33*pm, d31*pm)))
    assert np.isclose(abs(P @ axis3), abs(perp_formula(phi - np.pi/2, d15*pm)))
    assert np.allclose(source(out_film, E)[1:], 0, atol=1e-10)


# ---- Tilt of the beam toward the polar axis ----
def tilted_coefficients(theta):
    e = np.array([-np.sin(theta), 0., np.cos(theta)])
    return (source(film, e) @ e, source(film, across) @ e,
            np.einsum("ijk,i,j,k", film, across, across, e))


def tilted_d33(theta):
    c, s = np.cos(theta), np.sin(theta)
    return pm * (d33 * c**3 + (d31 + 2 * d15) * c * s * s)


for theta in (0.05, 0.3, 0.8):
    measured = tilted_coefficients(theta)
    assert np.allclose(measured, [tilted_d33(theta), d31 * pm * np.cos(theta),
                                  d15 * pm * np.cos(theta)])

# ---- Slab signal: reciprocity integral ----
k0 = 2 * np.pi / wavelength
K0 = 2 * k0
Ks = K0 * ns2
nodes, node_weights = np.polynomial.legendre.leggauss(120)


def slab_mode(x, L, k, k_in, k_out):
    """Film field for a unit wave entering at x = 0."""
    q = np.exp(2j * k * L) * (k - k_out) / (k + k_out)
    A = 2 * k_in / ((k + k_in) + (k_in - k) * q)
    return A * (np.exp(1j * k * x) + q * np.exp(-1j * k * x))


def slab_weights(L):
    """Complex lengths F33, F31, F15 that multiply the three coefficients."""
    x, w = L * (nodes + 1) / 2, L * node_weights / 2
    pump_e = slab_mode(x, L, k0 * ne1, k0, k0 * ns1)
    pump_o = slab_mode(x, L, k0 * no1, k0, k0 * ns1)
    back_e = slab_mode(L - x, L, K0 * ne2, Ks, K0)
    back_o = slab_mode(L - x, L, K0 * no2, Ks, K0)
    return np.array([w @ (pump_e**2 * back_e), w @ (pump_o**2 * back_e),
                     w @ (pump_e * pump_o * back_o)])


def slab_output(phi, L, E0):
    F33, F31, F15 = slab_weights(L)
    factor = 1j * K0**2 / (2 * Ks) * E0**2
    return np.array([factor * par_formula(phi, d33 * F33, d31 * F31),
                     factor * perp_formula(phi, d15 * F15)])


def wave_equation(L, k, k_left, k_right, driving, incident):
    """Finite differences for E'' + k^2 E = -driving, with open boundaries."""
    N = len(driving) - 1
    h = L / N
    bands = np.zeros((3, N + 1), complex)
    bands[0, 1:] = 1
    bands[2, :-1] = 1
    bands[1] = -2 + (k * h)**2
    bands[0, 1] = 2
    bands[2, N - 1] = 2
    bands[1, 0] += 2j * h * k_left
    bands[1, N] += 2j * h * k_right
    rhs = -h * h * np.asarray(driving, complex)
    rhs[0] += 4j * h * k_left * incident
    return solve_banded((1, 1), bands, rhs)


E0 = np.sqrt(2 * intensity / (const.c * const.epsilon_0))
film_SI = film / pm
slab_error = 0.0
for L_test, phi in ((50e-9, 0.6), (400e-9, 1.1)):
    zero = np.zeros(4001)
    Ez = wave_equation(L_test, k0*ne1, k0, k0*ns1, zero, E0*np.cos(phi))
    Ey = wave_equation(L_test, k0*no1, k0, k0*ns1, zero, E0*np.sin(phi))
    fields = np.array([0 * Ey, Ey, Ez])
    P = np.einsum("ijk,jx,kx->ix", film_SI, fields, fields)
    direct = np.array([
        wave_equation(L_test, K0*ne2, K0, Ks, K0**2 * P[2], 0)[-1],
        wave_equation(L_test, K0*no2, K0, Ks, K0**2 * P[1], 0)[-1]])
    integral = slab_output(phi, L_test, E0)
    slab_error = max(slab_error, np.max(abs(direct / integral - 1)))
assert slab_error < 1e-4

# Ultrathin limit: all weights equal the field product of the bare substrate
tiny = 1e-11
bare = (2 / (1 + ns1))**2 * 2 * ns2 / (1 + ns2)
assert np.allclose(slab_weights(tiny) / tiny, bare, rtol=2e-3)


def slab_distortion(L):
    """Ratios of weights, and largest pattern errors relative to each peak."""
    F = slab_weights(L)
    r31, r15 = F[1] / F[0], F[2] / F[0]
    grid = np.linspace(0, np.pi, 721)
    ideal = par_formula(grid, d33, d31)**2
    actual = abs(par_formula(grid, d33, d31 * r31))**2
    return r31, r15, np.max(abs(actual - ideal)) / np.max(ideal), abs(r15)**2 - 1


thick = 2000e-9
thin_result, thick_result = slab_distortion(thickness), slab_distortion(thick)
thin_spread = max(abs(thin_result[0] - 1), abs(thin_result[1] - 1))
thick_spread = max(abs(thick_result[0] - 1), abs(thick_result[1] - 1))
assert thin_spread < 0.1 < thick_spread


def sh_intensity(phi):
    amplitude = slab_output(phi, thickness, E0)
    return 0.5 * ns2 * const.epsilon_0 * const.c * abs(amplitude)**2


photon_eV = const.h * const.c / (wavelength / 2) / const.e
assert photon_eV < gap_eV
peak_conversion = max(np.sum(sh_intensity(p))
                      for p in np.linspace(0, np.pi, 181)) / intensity
assert peak_conversion < 1e-6

# ---- Output ----
print(f"independent constants allowed by 4mm: {n_constants}")
print(f"largest error of main formulas, random tests: {largest_error:.1e}")
print(f"inputs (rough) d33, d31, d15: {d33*pm:.0f}, {d31*pm:.0f}, {d15*pm:.0f} pm/V")
print(f"pump wavelength: {wavelength*1e9:.0f} nm; film: {thickness*1e9:.0f} nm")
print(f"film indices at w (rough): ordinary {no1:.2f}, extraordinary {ne1:.2f}")
print(f"film indices at 2w (rough): ordinary {no2:.2f}, extraordinary {ne2:.2f}")
print(f"substrate indices (rough): {ns1:.2f} at w, {ns2:.2f} at 2w")
print(f"pump intensity in air: {intensity/1e13:.1f} GW/cm2")
print(f"pump field amplitude in air: {E0/1e8:.3f} MV/cm")
for degrees in (0, 30, 45, 60, 90):
    P = source(film, pump_at(np.radians(degrees)))
    print(f"phi {degrees:2d} deg: source par {P[2]:.2f}, perp {P[1]:.2f} pm/V")
print("I_par Fourier amplitudes, orders 0, 2, 4: "
      + ", ".join(f"{v:.3f}" for v in fourier) + " (pm/V)^2")
print(f"zero of I_par if d31 had opposite sign: {np.degrees(null_angle):.2f} deg")
print(f"pump and analyzer at 45 deg, d15 positive: {signal_same:.2f} (pm/V)^2")
print(f"same setting, d15 negative: {signal_opposite:.2f} (pm/V)^2")
for degrees in (0, 45, 90):
    out = sh_intensity(np.radians(degrees)) / 1e4
    print(f"SH in substrate, phi {degrees:2d} deg: par {out[0]:.3f}, "
          f"perp {out[1]:.3f} W/cm2")
print(f"slab integral against wave equation, relative error: {slab_error:.1e}")
for L, result in ((thickness, thin_result), (thick, thick_result)):
    r31, r15, par_error, perp_error = result
    print(f"film {L*1e9:.0f} nm: |F31/F33| {abs(r31):.4f}, "
          f"phase {np.degrees(np.angle(r31)):.2f} deg")
    print(f"film {L*1e9:.0f} nm: |F15/F33| {abs(r15):.4f}, "
          f"phase {np.degrees(np.angle(r15)):.2f} deg")
    print(f"film {L*1e9:.0f} nm: largest I_par error {100*par_error:.2f} % of peak")
    print(f"film {L*1e9:.0f} nm: I_perp scale error {100*perp_error:.2f} %")
for aperture in (0.1, 0.5):
    theta = np.arcsin(aperture / ne1)
    change = tilted_coefficients(theta)[0] / (d33 * pm) - 1
    print(f"aperture {aperture:.1f}: marginal ray in film {np.degrees(theta):.2f} deg, "
          f"d33 change {100*change:.2f} %")
print(f"largest SH/pump intensity ratio: {peak_conversion:.2e}")
print(f"SH photon energy: {photon_eV:.3f} eV; rough gap: {gap_eV:.1f} eV")
print("done: every assertion held")
```

It prints:

```
independent constants allowed by 4mm: 3
largest error of main formulas, random tests: 1.6e-15
inputs (rough) d33, d31, d15: 7, 16, 17 pm/V
pump wavelength: 1064 nm; film: 50 nm
film indices at w (rough): ordinary 2.32, extraordinary 2.28
film indices at 2w (rough): ordinary 2.45, extraordinary 2.39
substrate indices (rough): 2.05 at w, 2.10 at 2w
pump intensity in air: 1.0 GW/cm2
pump field amplitude in air: 0.868 MV/cm
phi  0 deg: source par 7.00, perp 0.00 pm/V
phi 30 deg: source par 9.25, perp 14.72 pm/V
phi 45 deg: source par 11.50, perp 17.00 pm/V
phi 60 deg: source par 13.75, perp 14.72 pm/V
phi 90 deg: source par 16.00, perp 0.00 pm/V
I_par Fourier amplitudes, orders 0, 2, 4: 142.375, -103.500, 10.125 (pm/V)^2
zero of I_par if d31 had opposite sign: 33.48 deg
pump and analyzer at 45 deg, d15 positive: 406.12 (pm/V)^2
same setting, d15 negative: 15.12 (pm/V)^2
SH in substrate, phi  0 deg: par 2.449, perp 0.000 W/cm2
SH in substrate, phi 45 deg: par 6.486, perp 13.491 W/cm2
SH in substrate, phi 90 deg: par 12.455, perp 0.000 W/cm2
slab integral against wave equation, relative error: 2.6e-06
film 50 nm: |F31/F33| 0.9866, phase 1.71 deg
film 50 nm: |F15/F33| 0.9664, phase 2.30 deg
film 50 nm: largest I_par error 2.66 % of peak
film 50 nm: I_perp scale error -6.60 %
film 2000 nm: |F31/F33| 1.2091, phase 25.24 deg
film 2000 nm: |F15/F33| 0.7085, phase 53.78 deg
film 2000 nm: largest I_par error 46.18 % of peak
film 2000 nm: I_perp scale error -49.81 %
aperture 0.1: marginal ray in film 2.51 deg, d33 change 1.08 %
aperture 0.5: marginal ray in film 12.67 deg, d33 change 26.39 %
largest SH/pump intensity ratio: 2.05e-08
SH photon energy: 2.331 eV; rough gap: 3.2 eV
done: every assertion held
```
